# Compressive Film Stress Can Drive Delamination by Buckling

A compressed film is not mechanically safe merely because its stress is compressive. Let a film of thickness $h$ carry an equal compressive stress $\sigma>0$ in both in-plane directions, and let it be detached from a rigid substrate along a straight strip of full width $2b$, much longer than it is wide. A buckle uniform along the strip exists when $\sigma$ exceeds

$$
\sigma_c=\frac{\pi^2}{12}\,S\left(\frac hb\right)^2=\frac{\pi^2}{3}\,S\left(\frac h{2b}\right)^2,\qquad S=\frac{E}{1-\nu^2}, \tag{1}
$$

where $E$ is Young's modulus and $\nu$ is Poisson's ratio. Buckling is not yet delamination. The buckled film supplies each edge of the strip with the energy per new debonded area

$$
G=\frac{h}{2S}(\sigma-\sigma_c)(\sigma+3\sigma_c), \tag{2}
$$

and the debond can spread only if $G\ge\Gamma$, where $\Gamma$ is the toughness of the interface under the loading at that edge. The critical stress therefore scales as the square of the thickness-to-width ratio, while delamination needs a second, energetic condition.

## The counter-example

Take a silicon-oxide interlayer dielectric on silicon, with rough typical values: $h=1000$ nm, $E=70$ GPa, $\nu=0.20$ and $\sigma=400$ MPa. The plane-strain modulus is

$$
S=\frac{70}{1-0.20^2}\ \text{GPa}=72.9\ \text{GPa}.
$$

Compare two debonds under this same film, 20 µm and 35 µm wide. Equation (1) contains the half-widths, 10 µm and 17.5 µm:

$$
\sigma_c(20\ \mu\text{m})=0.8225\times72917\times\left(\tfrac1{10}\right)^2\text{MPa}=600\ \text{MPa},
$$

$$
\sigma_c(35\ \mu\text{m})=0.8225\times72917\times\left(\tfrac1{17.5}\right)^2\text{MPa}=196\ \text{MPa}.
$$

The film stress lies below the first value and above the second. The film over the narrow debond stays flat and $G=0$. Over the wide debond it buckles, with $\sigma/\sigma_c=2.04$. The height of the buckle, derived below, is

$$
A=h\sqrt{\tfrac43\left(\tfrac{\sigma}{\sigma_c}-1\right)}
=1000\sqrt{\tfrac43\times1.043}\ \text{nm}=1180\ \text{nm}.
$$

Since 1 MPa µm equals 1 J/m², equation (2) gives

$$
G=\frac{1\times(400-195.8)\times(400+3\times195.8)}{2\times72917}\ \frac{\text J}{\text m^2}
=1.38\ \frac{\text J}{\text m^2}.
$$

On a weak interface with $\Gamma=1$ J/m² this is enough for the debond to spread. On a stronger interface with $\Gamma=4$ J/m² the film is buckled but the debond stays where it is. One compressive stress thus gives three outcomes: flat, buckled and held, or buckled and spreading. The sign of the stress does not decide between them; debond width and interface toughness do.

The argument for safety is correct in a narrower setting. Compression presses together the faces of a crack that runs through the film thickness. It also gives no driving force to a debond that is surrounded by attached film and over which the film remains flat: the detached part carries the same stress as before, so lengthening the debond releases no energy. The argument fails when the detached part can relieve its compression. It can do so by moving away from the substrate, as here, or, if the debond reaches a free edge of the film, by sliding outwards while still flat. The second case is not treated below.

## Energy of the detached film

Let $x$ run across the strip, $y$ along it and $z$ upward. The substrate is rigid, the film is linear elastic and thin compared with $b$, and slopes are small. There is no gas pressure and no initial deflection. The deflection $w(x)$ and the in-plane displacement $u(x)$ are measured from the flat, stressed film. The attached film outside the strip holds the edges, so

$$
u=w=w'=0\quad\text{at }x=\pm b.
$$

To leading order in the slope, a film element of length $dx$ that tilts by $w'$ lengthens by $w'^2dx/2$. The added mid-plane strain is therefore

$$
\varepsilon=u'+\tfrac12w'^2 .
$$

No strain is added along $y$. The added stress across the strip is then $S\varepsilon$, and the total mean stress, positive in tension, is $-\sigma+S\varepsilon$. The initial stress along $y$ does no work because the film does not strain in that direction.

Bending adds a strain $-zw''$ at height $z$ from the mid-plane. Its energy per area is

$$
\int_{-h/2}^{h/2}\tfrac12S z^2w''^2\,dz=\tfrac12Dw''^2,\qquad D=\frac{Sh^3}{12}.
$$

Relative to the flat film, the energy per unit length of strip is

$$
U=\int_{-b}^{b}\left[\tfrac12Dw''^2+\tfrac12Sh\varepsilon^2-\sigma h\varepsilon\right]dx. \tag{3}
$$

The last term is the work done by the initial compression. It is negative when the film lengthens, and it is what drives the buckle.

## The critical stress

Vary $u$ in equation (3). The change in energy is $\int h(S\varepsilon-\sigma)\,\delta u'\,dx$. After integration by parts, with $\delta u=0$ at the edges, it vanishes for every $\delta u$ only if $h(S\varepsilon-\sigma)$ is constant. Call this constant $-P$, so that $P$ is the compressive force per length still carried by the film.

Now vary $w$. Since $\delta\varepsilon=w'\delta w'$,

$$
\int_{-b}^{b}\left(Dw''\delta w''-Pw'\delta w'\right)dx=0 .
$$

Two integrations by parts of the first term and one of the second, with $\delta w=\delta w'=0$ at the edges, give

$$
Dw''''+Pw''=0. \tag{4}
$$

With $k^2=P/D$, the general solution is $w=c_0+c_1x+c_2\cos kx+c_3\sin kx$. Its even and odd parts can be treated separately.

For the even part, $w'(b)=0$ requires $c_2k\sin kb=0$. A nonzero deflection needs $kb=\pi,2\pi,\dots$, and $c_0$ is then fixed by $w(b)=0$. For the odd part, the edge conditions are $c_1b+c_3\sin kb=0$ and $c_1+c_3k\cos kb=0$. Eliminating $c_1$ gives $\tan kb=kb$, whose first positive root is $4.49$, larger than $\pi$. The lowest force is therefore $P=\pi^2D/b^2$, with the shape

$$
w=\frac A2\left(1+\cos\frac{\pi x}{b}\right). \tag{5}
$$

Dividing the force by $h$ gives

$$
\sigma_c=\frac{\pi^2D}{hb^2}=\frac{\pi^2Sh^2}{12b^2},
$$

which is equation (1). An eigenvalue calculation for the clamped strip, made with polynomial deflections, also gives 195.83 MPa for the 35 µm debond.

Below $\sigma_c$ the flat film is stable against every deflection that is uniform along the strip, not just against shape (5). The lowest eigenvalue of equation (4) is the minimum of $D\int w''^2/\int w'^2$, so $D\int w''^2\ge\sigma_ch\int w'^2$. Also $\int\varepsilon\,dx=\frac12\int w'^2dx$, because $u$ vanishes at both edges. Equation (3) then gives

$$
U\ge\frac h2(\sigma_c-\sigma)\int_{-b}^{b}w'^2dx+\frac{Sh}2\int_{-b}^{b}\varepsilon^2dx .
$$

Both terms are non-negative when $\sigma<\sigma_c$, so no such deflection lowers the energy.

## Height and stress after buckling

Equation (4) remains valid at finite height within this plate theory. A nonzero deflection on the lowest branch therefore keeps $P=\sigma_ch$, however large $\sigma$ is. The mean compression across the strip has fallen from $\sigma$ to $\sigma_c$, so

$$
S\varepsilon=\sigma-\sigma_c. \tag{6}
$$

This strain must equal the extra length of the curved film. From equation (5), $w'=-(\pi A/2b)\sin(\pi x/b)$. The integral of $\sin^2(\pi x/b)$ over the strip is $b$, hence

$$
2b\,\varepsilon=\frac12\int_{-b}^{b}w'^2dx=\frac{\pi^2A^2}{8b},
\qquad \varepsilon=\frac{\pi^2A^2}{16b^2}.
$$

Insert this in equation (6) and use $b^2/(\pi^2S)=h^2/(12\sigma_c)$, which is equation (1) rearranged:

$$
A^2=\frac{16b^2}{\pi^2S}(\sigma-\sigma_c)=\frac43h^2\left(\frac{\sigma}{\sigma_c}-1\right). \tag{7}
$$

The buckle grows continuously from zero height at the threshold.

Bending can also change the sign of the local stress. At the crest, $|w''|=\pi^2A/(2b^2)$. The upper surface there is stretched by $(h/2)|w''|$, so its total stress across the strip is

$$
-\sigma_c+\frac{Sh}{2}\,\frac{\pi^2A}{2b^2}=\sigma_c\left(\frac{3A}{h}-1\right).
$$

It is tensile once $A>h/3$, which by equation (7) means $\sigma/\sigma_c>13/12$. In the 35 µm example it is $195.8\times(3\times1.179-1)=497$ MPa in tension. A film deposited in compression can thus expose its upper surface to a tensile stress larger than the original compression. Whether it cracks there depends on its surface flaws, which this model does not contain.

## The energy that reaches the edge

First evaluate $U$ for the buckled film. From equation (5), $\int w''^2dx=\pi^4A^2/(4b^3)$. With $\pi^2D/b^2=\sigma_ch$, the bending energy is

$$
\frac D2\,\frac{\pi^4A^2}{4b^3}=\sigma_ch\,\frac{\pi^2A^2}{8b}=2bh\,\sigma_c\varepsilon .
$$

Because $\varepsilon$ is uniform, equation (3) becomes

$$
U=2bh\left[\sigma_c\varepsilon+\tfrac12S\varepsilon^2-\sigma\varepsilon\right]
=2bh\left[-S\varepsilon^2+\tfrac12S\varepsilon^2\right]
=-\frac{bh}{S}(\sigma-\sigma_c)^2 ,
$$

where equation (6) was used twice. The energy is zero at the threshold and falls as the film relaxes further.

Let both edges advance by $db$ at fixed $\sigma$ and $h$. The new debonded area per unit length is $2\,db$, so

$$
G=-\frac12\frac{dU}{db}=\frac{h}{2S}\frac{d}{db}\left[b(\sigma-\sigma_c)^2\right].
$$

The critical stress itself depends on width: $\sigma_c\propto b^{-2}$ gives $d\sigma_c/db=-2\sigma_c/b$. Therefore

$$
G=\frac{h}{2S}\left[(\sigma-\sigma_c)^2+4\sigma_c(\sigma-\sigma_c)\right]
=\frac{h}{2S}(\sigma-\sigma_c)(\sigma+3\sigma_c),
$$

which proves equation (2). As an independent test, the energy (3) was minimized over both displacements for the 35 µm debond and differentiated numerically with respect to width. The result is 1.3825 J/m², equal to the formula at the printed precision.

The two terms in the square bracket have a direct meaning. The bending moment at the edge is $M=D\pi^2A/(2b^2)=\sigma_chA/2$, and the compressive force has dropped there by $\Delta N=(\sigma-\sigma_c)h$. The corresponding elastic energies per area are

$$
\frac{M^2}{2D}=\frac{3\sigma_c^2A^2}{2Sh}=\frac{h}{2S}\,4\sigma_c(\sigma-\sigma_c),\qquad
\frac{\Delta N^2}{2Sh}=\frac{h}{2S}(\sigma-\sigma_c)^2 .
$$

Their sum is $G$, and the bending share is $4\sigma_c/(\sigma+3\sigma_c)$. This share tends to one at the threshold, is 79% for the 35 µm debond and falls as the debond widens. The mix of opening and shear at the edge therefore changes with width. Since interface toughness can depend on that mix, $\Gamma$ must be the value for the mix present at the edge. If $\Gamma$ rises with width, a debond may stop where a constant $\Gamma$ would let it continue.

## Which debonds can spread

Define $G_0=h\sigma^2/(2S)$ and $s=\sigma_c/\sigma$. Equation (2) becomes

$$
\frac{G}{G_0}=(1-s)(1+3s)=1+2s-3s^2. \tag{8}
$$

At fixed $\sigma$ and $h$, widening the debond lowers $s$. Just beyond the buckling width, $s$ is close to one and $G$ is close to zero. Any interface with nonzero toughness therefore holds a debond that has only just buckled. The derivative $2-6s$ vanishes at $s=1/3$, where $G=4G_0/3$. For still wider straight buckles $G$ decreases towards $G_0$.

In the example $G_0=1.10$ J/m², and the largest value is 1.46 J/m². The interface with $\Gamma=4$ J/m² thus holds straight buckles of every width within this model. For the weak interface, setting $G=\Gamma$ in equation (8) gives $3s^2-2s-1+\Gamma/G_0=0$, with the roots

$$
s_\pm=\frac{1\pm\sqrt{4-3\Gamma/G_0}}{3}. \tag{9}
$$

A widening debond meets the larger root first. With $\Gamma/G_0=1/1.0971=0.9115$, this root is $s_+=0.708$. Buckling starts at $s=1$, which corresponds to the full width

$$
2b_0=2\pi h\sqrt{\frac{S}{12\sigma}}=24.5\ \mu\text{m}.
$$

Since $s=(b_0/b)^2$, growth starts at $24.5/\sqrt{0.708}=29.1$ µm. Debonds between 24.5 and 29.1 µm are buckled but do not spread, even on the weak interface.

The second root decides what follows if $\Gamma$ is constant. For $\Gamma<G_0$, as here, $s_-$ is negative and no greater width brings $G$ back down to $\Gamma$. For $G_0<\Gamma<4G_0/3$, $s_-$ is positive and the debond stops at the half-width $b_0/\sqrt{s_-}$. For $\Gamma>4G_0/3$ there is no real root and no growth. These statements concern straight buckles, whose range of stability is found below. For $\nu=0.20$ that range ends near $s=1/5.6$, so by equation (8) the arrest width lies inside it only for $\Gamma$ above about $1.26\,G_0$.

The last case gives a thickness limit. No straight buckle of any width spreads if

$$
\frac43\,\frac{h\sigma^2}{2S}<\Gamma
\quad\Longleftrightarrow\quad
h<\frac{3S\Gamma}{2\sigma^2}. \tag{10}
$$

For $\Gamma=1$ J/m² and $\sigma=400$ MPa the limit is about 680 nm. Thickness acts in two opposite ways. At a given debond width a thicker film has a higher $\sigma_c$ and is harder to buckle. Once debonds of any width are allowed, it stores more energy per area and can drive a tougher interface. A film just below 680 nm would buckle over the 20 µm debond, because $b_0\propto h$ makes its buckling width about 16.7 µm, yet that buckle could not spread on the weak interface.

## Where the straight buckle ceases to apply

The film is compressed along the strip as well, so a long strip may also buckle in a pattern modulated along $y$. Try $w\propto(1+\cos\pi x/b)\cos ky$ on the flat film and put $q=(kb/\pi)^2$. For clamped edges the bending energy is $\frac D2\int(\nabla^2w)^2$, and the compression does the work $\frac{\sigma h}{2}\int(w_x^2+w_y^2)$, where subscripts denote derivatives. The averages over $x$ of the squares of $1+\cos(\pi x/b)$ and of its first and second derivatives are $3/2$, $\pi^2/2b^2$ and $\pi^4/2b^4$. Equating energy and work gives

$$
\frac{\sigma}{\sigma_c}=\frac{1+2q+3q^2}{1+3q}.
$$

For small $q$ this is $1-q$, already below one, and at $q=0.14$ it is 0.943. A trial shape can only overestimate the lowest threshold. A calculation with general shapes across the strip gives about 0.94.

These shapes move down as well as up, and the substrate blocks downward motion. The lowest threshold found without this obstacle, about 0.94, is therefore a lower bound on the true one. An upper bound follows from a shape that is nowhere negative, $w\propto(1+\cos\pi x/b)(1+\cos ky)$. The averages over $y$ of the squares of $1+\cos ky$ and of its first and second derivatives are $3/2$, $k^2/2$ and $k^4/2$, and the same balance of energy and work gives

$$
\frac{\sigma}{\sigma_c}=\frac{3+2q+3q^2}{3+3q},
$$

which is 0.976 at $q=0.15$. The first loss of flatness of a very long strip thus comes between about 2% and 6% below $\sigma_c$, with the same dependence on $(h/b)^2$. The 20 µm debond is still flat, since its stress ratio is $400/600=0.67$.

A linear stability calculation for the straight buckle with $\nu=0.20$ finds it stable against modulation for $\sigma/\sigma_c$ between about 1.05 and 5.6. The ratios used above lie inside this range: 1.41 at the start of growth, 2.04 for the 35 µm debond and 3 at the maximum of $G$. The upper end corresponds to a width of $24.5\sqrt{5.6}=58$ µm. Beyond it the straight solution no longer describes the film, and equation (2) should not be used to predict arrest or continued growth.

A modulated buckle can also release energy stored along $y$, which a straight one cannot. The full stored energy of the equi-biaxial film is $h\sigma^2(1-\nu)/E=2G_0/(1+\nu)$ per area, or 1.8 J/m² here. The thickness limit (10) is therefore a rule for straight buckles, not a guarantee against every pattern. It also concerns only the long sides. Lengthening the strip at its ends releases $-U/2b=h(\sigma-\sigma_c)^2/(2S)$ per area, 0.29 J/m² for the 35 µm debond. This is less than $G$ at the sides, but the mix of opening and shear at the ends differs, and the toughness there can be lower.

## The model and a real dielectric

A compression of a few hundred MPa is plausible for a deposited oxide, though 400 MPa is towards the high side. A toughness of 1 J/m² represents a poorly bonded or contaminated interface, and a debond tens of micrometres wide is a large defect. Without such a defect the mechanism has no starting point. Many porous low-k films are instead under tension, so the example does not describe them; a compressive layer deposited on top of one can buckle, but its soft support makes the rigid-edge assumption less accurate than it is on silicon.

Silicon is not rigid and deforms elastically at the blister edges. As a scale estimate, let this act like a widening by one film thickness at each edge. For the 35 µm debond $\sigma_c$ then falls from 196 to 175 MPa, about 11%, while $G$ rises by 3% to 1.43 J/m². This is only a rough guide. The edges yield both in the plane of the film and in rotation, these act differently on $\sigma_c$ and $G$, and their separate sizes are not computed here. Transverse shear lowers $\sigma_c$ by about 0.8%. The largest slope is 0.11, so the neglected terms, of relative order slope squared, are about 1%.

Heating also changes $G$. Silicon expands more than oxide on heating and so reduces the compression. With an assumed mismatch of 2 ppm/K and a rise of 100 K, the compression falls by 17.5 MPa and $G$ drops to 1.24 J/m², still above the weak toughness. Moisture can lower $\Gamma$. The stronger interface would have to lose about two thirds of its toughness, from 4 to 1.38 J/m², before the 35 µm debond could spread. The numerical output below gives the values behind these comparisons.

## Values computed for the example and the checks

```
INPUTS (rough typical values)
film thickness: 1000 nm
Young modulus: 70.0 GPa
Poisson ratio: 0.20
compressive film stress: 400 MPa
narrow debond full width: 20.0 um
wide debond full width: 35.0 um
weak interface toughness: 1.00 J/m^2
strong interface toughness: 4.00 J/m^2
BUCKLING
plane-strain modulus: 72.92 GPa
critical stress, narrow debond: 599.7 MPa
critical stress, wide debond, formula: 195.83 MPa
critical stress, wide debond, eigenvalue: 195.83 MPa
full width at which straight buckling starts: 24.49 um
stress ratio sigma/sigma_c, wide debond: 2.043
buckle height, formula: 1179.1 nm
buckle height, energy minimum: 1179.1 nm
crest upper-surface stress (tension positive): 496.8 MPa
DELAMINATION
reference energy G0: 1.0971 J/m^2
G, narrow debond: 0.0000 J/m^2
G, wide debond, formula: 1.3825 J/m^2
G, wide debond, energy derivative: 1.3825 J/m^2
bending share of G, wide debond: 79.3 %
largest G over width, formula: 1.4629 J/m^2
largest G over width, numerical: 1.4629 J/m^2
full width at largest G: 42.42 um
full width at start of growth, weak, formula: 29.10 um
full width at start of growth, weak, numerical: 29.10 um
sigma/sigma_c at start of growth, weak: 1.412
toughness/G, weak interface, wide debond: 0.723
toughness/G, strong interface, wide debond: 2.893
thickness below which G stays under weak toughness: 683.6 nm
NEGLECTED EFFECTS
modulated flat-strip threshold / sigma_c: 0.940
straight buckle stable from sigma/sigma_c: 1.054
straight buckle stable up to sigma/sigma_c: 5.608
critical stress if each edge yields by one h: 175.2 MPa
G if each edge yields by one h: 1.4268 J/m^2
critical-stress reduction by transverse shear: 0.80 %
largest slope of buckle: 0.106
assumed expansion mismatch: 2.0 ppm/K
assumed temperature rise: 100 K
fall in compression on heating: 17.5 MPa
G after heating, wide debond: 1.2416 J/m^2
```
